# Upwind cells as stirred tanks: numerical mixing in plug-flow deposition

## Result

A dilute precursor enters a tube of length $L$ and radius $R$ at concentration $c_0$. It is carried at uniform speed $u$ and lost at the wall at the rate $kc$ per unit area. Define

$$
\kappa=\frac{2k}{R},\qquad \tau=\frac Lu,\qquad \mathrm{Da}=\kappa\tau .
$$

Implicit upwind differencing on $N$ equal cells of length $h=L/N$ gives

$$
\boxed{\;\frac{c_i}{c_0}=\left(1+\frac{\mathrm{Da}}{N}\right)^{-i},\qquad i=1,\dots,N\;}
$$

This is also the outlet concentration of tank $i$ in a series of $N$ equal stirred tanks with the same total residence time and the same wall area per volume. The identity holds for every $N\ge1$ and $\mathrm{Da}>0$. Plug flow itself has the exit fraction $e^{-\mathrm{Da}}$. The difference comes from axial mixing introduced by the grid, with diffusivity

$$
D_{\rm num}=\frac{uh}{2},\qquad \mathrm{Pe}_{\rm num}=\frac{uL}{D_{\rm num}}=2N .
$$

The equality with tanks is algebraic. The description by a diffusion equation is an approximation for large $N$, and its error is found below.

## Plug flow and its cells

Assume uniform temperature, pressure and $k$, no radial variation of $c$, no axial diffusion and no gas-phase reaction. A slice of thickness $dx$ has cross-section $\pi R^2$ and wall area $2\pi R\,dx$. In steady state, inflow minus outflow equals wall loss:

$$
-\pi R^2u\,dc=2\pi R\,k\,c\,dx
\quad\Longrightarrow\quad
u\frac{dc}{dx}=-\kappa c .
$$

Separation of variables gives $c(x)=c_0e^{-\kappa x/u}$, and at $x=L$ the exponent is $-\mathrm{Da}$.

For the numerical method, integrate the balance over cell $i$, which extends from $(i-1)h$ to $ih$:

$$
u\left[c(ih)-c((i-1)h)\right]=-\kappa\int_{(i-1)h}^{ih}c\,dx .
$$

Two choices close this equation. The concentration at a face is taken from the cell upstream of it, so cell $i$ receives $c_{i-1}$ and discharges $c_i$. The sink is evaluated with the cell's own unknown value, so the integral becomes $hc_i$. This second choice makes the method implicit. Hence

$$
u(c_i-c_{i-1})=-\kappa h c_i .
$$

With $q=\kappa h/u=\mathrm{Da}/N$, collecting the terms in $c_i$ gives

$$
(1+q)c_i=c_{i-1}.
$$

The matrix is lower bidiagonal, so no general linear solver is needed:

1. Set $q=\mathrm{Da}/N$ and start with the inlet value $c_0$.
2. For $i=1,\dots,N$, compute $c_i=c_{i-1}/(1+q)$.
3. Compute the local deposition flux as $kc_i$.

Repeated substitution gives the boxed formula. Every $c_i$ is positive, however large $\mathrm{Da}$ is. Summing the cell equations cancels the interior faces and leaves

$$
q\sum_{i=1}^{N}c_i=\sum_{i=1}^{N}(c_{i-1}-c_i)=c_0-c_N .
$$

The deposited amount therefore equals the amount missing from the exit gas. Conservation does not make the amount accurate: a scheme can conserve material and still deposit too little.

## The same factor from a stirred tank

The tank result can be reached without a difference equation. Let each tank have residence time $\tau/N$. Because its gas is perfectly mixed, every molecule has the same probability $(N/\tau)\,dt$ of leaving during $dt$, regardless of how long it has been inside. Its residence time therefore has the density

$$
p(t)=\frac N\tau e^{-Nt/\tau}.
$$

A molecule exposed to loss rate $\kappa$ for time $t$ survives with probability $e^{-\kappa t}$. The surviving fraction is

$$
\int_0^\infty e^{-\kappa t}p(t)\,dt
=\frac{N/\tau}{N/\tau+\kappa}
=\frac1{1+\mathrm{Da}/N}.
$$

The volume flow is constant, so this is also the ratio of outlet to inlet concentration. Successive stays are independent, and gas does not return to an earlier tank. The survival factors multiply, and after $i$ tanks the result is $(1+\mathrm{Da}/N)^{-i}$.

The average over residence times was evaluated by quadrature for $N=1,2,7,40$ and $\mathrm{Da}=0.3,1.517,8$. Its powers agreed with all the cell concentrations to a relative tolerance of $10^{-8}$.

## A tracer exposes the mixing

Deposition and mixing both affect the steady exit. To isolate transport, set $\kappa=0$ and keep time continuous. The cell balances become

$$
\frac{dc_i}{dt}=\frac N\tau(c_{i-1}-c_i).
$$

Inject a unit pulse at the inlet. The Laplace transform of each equation, with initially empty cells, is

$$
\left(s+\frac N\tau\right)\hat c_i=\frac N\tau\hat c_{i-1}
\quad\Longrightarrow\quad
\hat E(s)=\left(1+\frac{s\tau}{N}\right)^{-N}.
$$

Since the transform of $t^{N-1}e^{-at}/(N-1)!$ is $(s+a)^{-N}$, setting $a=N/\tau$ gives the exit-time density

$$
E(t)=\left(\frac N\tau\right)^N\frac{t^{N-1}e^{-Nt/\tau}}{(N-1)!}.
$$

This is the density of a sum of $N$ independent exponential times. Each has mean $\tau/N$ and variance $\tau^2/N^2$, so the sum has

$$
\langle t\rangle=\tau,\qquad \sigma_t^2=\frac{\tau^2}{N}.
$$

In true plug flow all molecules leave at time $\tau$, and the variance is zero. The whole spread is numerical. For $N=10$, direct propagation of the cell equations reproduced $\tau E(t)$ to within $10^{-9}$.

The steady exit follows from the same distribution:

$$
\frac{c_N}{c_0}=\int_0^\infty E(t)e^{-\kappa t}\,dt=\hat E(\kappa).
$$

The function $e^{-\kappa t}$ is convex. Its average over a spread of times exceeds its value at the mean time, so $c_N/c_0>e^{-\mathrm{Da}}$. Molecules that leave early save more precursor than molecules that leave late lose.

The diffusivity follows from a pulse on a grid long enough for its ends not to matter. Let $p_n$ be the fraction in cell $n$, with hopping rate $a=u/h$:

$$
\dot p_n=a(p_{n-1}-p_n).
$$

Multiply by $n$ or $n^2$ and sum, shifting the index in the first term:

$$
\frac{d\langle n\rangle}{dt}=a,\qquad
\frac{d\langle n^2\rangle}{dt}
=a\left\langle(n+1)^2-n^2\right\rangle
=a(2\langle n\rangle+1).
$$

The variance of $n$ therefore grows at the rate $a(2\langle n\rangle+1)-2a\langle n\rangle=a$. In physical distance,

$$
\sigma_x^2=h^2at=uht=2D_{\rm num}t,
\qquad D_{\rm num}=\frac{uh}{2}.
$$

A pulse followed over 30 cell lengths on a 120-cell grid gave $D_{\rm num}/(uh)=1/2$ to within $10^{-8}$.

A Taylor expansion of the difference identifies the same term:

$$
u\frac{c(x)-c(x-h)}h
=u c'-\frac{uh}{2}c''+O(h^2).
$$

To this order the scheme solves $uc'-D_{\rm num}c''=-\kappa c$.

## Error of the exit concentration

For fixed $\mathrm{Da}$ and large $N$, expand the logarithm:

$$
\ln\frac{c_N}{c_0}=-N\ln\left(1+\frac{\mathrm{Da}}N\right)
=-\mathrm{Da}+\frac{\mathrm{Da}^2}{2N}
-\frac{\mathrm{Da}^3}{3N^2}+O(N^{-3}).
$$

Exponentiating, and including the square of the first correction, gives

$$
\frac{c_N}{c_0e^{-\mathrm{Da}}}
=1+\frac{\mathrm{Da}^2}{2N}
+\frac{\beta}{N^2}+O(N^{-3}),
\qquad
\beta=\frac{\mathrm{Da}^4}{8}-\frac{\mathrm{Da}^3}{3}.
$$

The leading relative error is small when $N\gg\mathrm{Da}^2/2$. For strong depletion this is more demanding than $N\gg\mathrm{Da}$: a small loss per cell does not ensure an accurate exit, because errors accumulate.

The exit falls steadily as $N$ increases. Treating $N$ as continuous,

$$
\frac{d}{dN}\left[N\ln\left(1+\frac{\mathrm{Da}}N\right)\right]
=\ln(1+q)-\frac q{1+q}>0,
$$

since the right side vanishes at $q=0$ and has derivative $q/(1+q)^2>0$. At the other extreme, fixed $N$ and $\mathrm{Da}\to\infty$, the cells give $c_N/c_0\sim(N/\mathrm{Da})^N$. This algebraic decay is far slower than $e^{-\mathrm{Da}}$, so the relative exit error grows without bound even though the concentrations remain positive.

## How far the diffusion picture holds

Compare the tanks with a tube that has real axial diffusivity $D$. With $y=c/c_0$, $z=x/L$ and $\mathrm{Pe}=uL/D$,

$$
\frac{y''}{\mathrm{Pe}}-y'-\mathrm{Da}\,y=0.
$$

For a vessel with no diffusion outside its ends, flux continuity at the inlet gives $y(0)-y'(0)/\mathrm{Pe}=1$, and the outlet condition is $y'(1)=0$. Let $a=\sqrt{1+4\mathrm{Da}/\mathrm{Pe}}$. The solution is

$$
y=Ae^{r_+z}+Be^{r_-z},\qquad r_\pm=\frac{\mathrm{Pe}}2(1\pm a).
$$

The outlet condition gives $A=-B\frac{1-a}{1+a}e^{-a\mathrm{Pe}}$. The inlet condition is $A(1-a)+B(1+a)=2$. Eliminating $A$ and evaluating $y(1)$ yields

$$
y(1)=\frac{4a\,e^{\mathrm{Pe}(1-a)/2}}
{(1+a)^2-(1-a)^2e^{-a\mathrm{Pe}}}.
$$

For large $\mathrm{Pe}$ the last exponential is negligible. Put $\epsilon=\mathrm{Da}/\mathrm{Pe}$, so that $a=1+2\epsilon-2\epsilon^2+4\epsilon^3+\cdots$. The exponent is

$$
\frac{\mathrm{Pe}(1-a)}2=-\mathrm{Da}+\frac{\mathrm{Da}^2}{\mathrm{Pe}}-\frac{2\mathrm{Da}^3}{\mathrm{Pe}^2}+\cdots .
$$

The prefactor contributes

$$
\ln\frac{4a}{(1+a)^2}=\ln\left[1-\left(\frac{a-1}{a+1}\right)^2\right]
=-\frac{\mathrm{Da}^2}{\mathrm{Pe}^2}+\cdots .
$$

Now set $\mathrm{Pe}=2N$ and subtract from the tank logarithm:

$$
\ln\frac{c_N}{c_0}-\ln y(1)
=\frac1{N^2}\left(\frac{\mathrm{Da}^3}{6}+\frac{\mathrm{Da}^2}{4}\right)+O(N^{-3}).
$$

The models agree through order $1/N$ and then separate. One physical difference is that diffusion carries information upstream, whereas the tank chain carries none.

## Why the steady exit alone is not a mixing test

Suppose the sink is evaluated with the incoming concentration instead:

$$
c_i=(1-q)c_{i-1},\qquad
\frac{c_N}{c_0}=\left(1-\frac{\mathrm{Da}}N\right)^N .
$$

With $\kappa=0$ the equations are unchanged, so the tracer spreads exactly as before. Yet for $\mathrm{Da}<N$ the logarithm of the exit is $-\mathrm{Da}-\mathrm{Da}^2/(2N)-\cdots$, and the error has the opposite sign.

The leading terms show why. Along the plug-flow solution, $c'=-\kappa c/u$ and $c''=\kappa^2c/u^2$. Numerical diffusion reduces the effective loss rate by $\kappa^2h/(2u)$. The upstream sink uses $c(x-h)\approx c-hc'=c+\kappa hc/u$, which raises the loss rate by $\kappa^2h/u$. The net change is $+\kappa^2h/(2u)$. A low exit therefore does not show that mixing is absent.

This variant can also give negative concentrations: for $N=3$ and $\mathrm{Da}=4$ the exit is $(-1/3)^3$.

## Error of the film profile

The exact mean concentration in cell $i$ is

$$
\bar c_i=\frac{c_0}{q}\left[e^{-(i-1)q}-e^{-iq}\right]
=c_0e^{-iq}\frac{e^q-1}{q}.
$$

The ratio of computed to exact deposition is $c_i/\bar c_i$, and for small $q$

$$
\ln\frac{c_i}{\bar c_i}
=i[q-\ln(1+q)]-\ln\frac{e^q-1}{q}
\approx\frac{iq^2}{2}-\frac q2 .
$$

The negative term arises because the cell deposits at its outlet concentration, and in plug flow the concentration at a cell's outlet is below the mean over the cell. The positive term is the accumulated excess of surviving precursor. They balance at $iq\approx1$, or $x\approx u/\kappa=L/\mathrm{Da}$. On a fine grid with $\mathrm{Da}>1$, the film is too thin upstream and too thick downstream of this point. On a coarse grid the change of sign comes later, and with very few cells it may not occur at all: for $\mathrm{Da}=1.517$ and $N=2$, both cells deposit too little. For $\mathrm{Da}=1.517$ and 400 cells, the first cell with excess deposition was found within three cell lengths of $x=L/\mathrm{Da}$. The total deposit is too small in every case, since $c_N$ is too large.

## Removing the leading error

Let $C(N)$ be the computed exit fraction. Combining two grids cancels the $1/N$ term:

$$
2C(2N)-C(N)
=e^{-\mathrm{Da}}\left[1+\left(\frac{2}{4}-1\right)\frac{\beta}{N^2}+\cdots\right]
=e^{-\mathrm{Da}}\left[1-\frac{\beta}{2N^2}+\cdots\right].
$$

At $\mathrm{Da}=1.517$, raising $N$ from 200 to 400 reduced the remaining error by a factor within 2% of four. The combination need not stay positive: for $N=1$ it is $2/(1+\mathrm{Da}/2)^2-1/(1+\mathrm{Da})$, which is negative at large $\mathrm{Da}$. It should be used only when both grids already resolve the depletion.

## Silicon from dilute silane

Consider a narrow hot-wall tube with $R=0.50$ cm and $L=100$ cm, at 893 K and 5.0 Torr. The feed is 10 sccm of nitrogen containing 1% silane, with sccm referred to 273.15 K and 760 Torr. The wall constant $k=0.40$ cm/s is a rough value. The gas speed is

$$
u=\frac{10}{60}\,\frac{760}{5}\,\frac{893}{273.15}\,\frac1{\pi(0.50)^2}
=105.45\ \text{cm/s}.
$$

Thus $\tau=100/105.45=0.948$ s, $\kappa=2(0.40)/0.50=1.60$ s$^{-1}$ and $\mathrm{Da}=1.517$. Plug flow leaves $e^{-1.517}=0.2193$ of the silane and deposits 78.1%.

If each lost silane molecule leaves one silicon atom, the inlet growth rate is $k$ times the silane density divided by the atomic density of silicon:

$$
G_0=\frac{0.40\times5.407\times10^{14}}{4.996\times10^{22}}\ \text{cm/s}
=2.60\ \text{nm/min}.
$$

At the plug-flow exit it is 0.57 nm/min.

With ten cells, each passes the fraction $1/(1+0.15173)=0.86826$, and the exit is $0.86826^{10}=0.2435$. This is 11.0% above plug flow; the leading estimate $\mathrm{Da}^2/(2N)$ gives 11.5%. The first cell deposits 6.4% too little and the last 2.8% too much. The tracer spread is $0.948/\sqrt{10}=0.30$ s. With the upstream sink, the same transport gives an exit of 0.1929, below plug flow.

An exit error of 1% requires $N\approx\mathrm{Da}^2/0.02=115$, which is also the smallest number found by direct search. Extrapolation from 10 and 20 cells gives 0.2198, only 0.23% high.

## Grid accuracy and physical accuracy

The estimated molecular diffusivity in this tube is 154 cm$^2$/s, scaled as $T^{1.75}/P$ from a rough 0.15 cm$^2$/s at 300 K and 1 atm. Chapman–Enskog estimates with Lennard-Jones parameters give 160–163 cm$^2$/s, so the Péclet number and the matching cell count below are uncertain by about 5%. The laminar velocity profile adds a little axial spreading. With $s=r/R$, the velocity deviation is $u(1-2s^2)$. Balancing it against radial diffusion gives the radial concentration variation

$$
\frac{\partial c_1}{\partial s}=\frac{uR^2}{2D}(s-s^3)\frac{\partial\bar c}{\partial x}.
$$

Integration by parts gives its mean axial flux:

$$
2\int_0^1u(1-2s^2)c_1s\,ds
=-u\int_0^1(s^2-s^4)\frac{\partial c_1}{\partial s}\,ds
=-\frac{u^2R^2}{48D}\frac{\partial\bar c}{\partial x}.
$$

The relative increase of diffusivity, $(uR/D)^2/48$, is 0.24% here. The physical Péclet number is then 68.4, and $N=\mathrm{Pe}/2\approx34$ cells have about the same mixing. Their exit, 0.2266, is close to the dispersion result, 0.2264. Ten cells mix with $D_{\rm num}=527$ cm$^2$/s, more than three times the physical value. Refining far beyond 34 cells approaches plug flow, but it moves away from the tube with axial diffusion unless that diffusion is added to the equations.

Real hot-wall silicon deposition from silane does run near 620 °C, the temperature used here. Growth of roughly 10 nm/min is typical. The rate here is lower; in this model it is proportional to the silane partial pressure, which is only 0.05 Torr at the inlet. Production furnaces hold wafers in much wider tubes, often below 1 Torr. Diffusivity varies as $1/P$, so at 0.5 Torr with the same speed and length $\mathrm{Pe}$ would be near 7, and plug flow would be a poor model.

For the present tube, axial dispersion raises the exit by about 3% relative to plug flow. Rough assumed values give larger shifts from chemistry: surface saturation with a half-saturation pressure of 0.5 Torr raises it by 8%, and gas-phase loss at 0.1 s$^{-1}$ lowers it by 9%. That rate is a generous assumption: silane pyrolysis is strongly pressure-limited at 5 Torr, and a rate nearer 0.01 s$^{-1}$ would lower the exit by only about 1%. A uniform 1 K rise, with an activation energy of 1.7 eV and fixed gas speed, lowers it by 3.7%. These are estimates of size, not corrections to be added. The radial depletion scale $kR/D$ is 0.13%, gas expansion 0.8% and the pressure drop 1.9% of the pressure. With 5.0 Torr at the inlet, the last two together raise the silane flow leaving the tube by about 2% and lower the exit concentration by about 0.5%. The wall constant matters more: since the plug-flow exit is $e^{-\mathrm{Da}}$ and $\mathrm{Da}$ is proportional to $k$, a 10% change in $k$ shifts the exit by about 15%. A grid error of 1% is small beside that shift, while the 11% error of ten cells is comparable with it. The remaining values are listed in the numerical output.

## Calculated quantities

```
Temperature: 893 K; pressure: 5.0 Torr
Tube radius: 0.50 cm; length: 100 cm
Total flow: 10.0 sccm; silane: 1.0 %
Rough wall rate constant: 0.40 cm/s
Rough diffusivity at 300 K, 1 atm: 0.15 cm2/s
Rough gas viscosity: 3.8e-05 Pa s
Silicon density input: 2.33 g/cm3
Gas speed: 105.45 cm/s
Residence time: 0.9483 s
Wall loss rate 2k/R: 1.600 1/s
Damkohler number: 1.5173 (dimensionless)
Reactive sticking probability: 2.09e-05 (dimensionless)
Inlet silane density: 5.407e+14 1/cm3
Silicon atom density: 4.996e+22 1/cm3
Plug-flow exit fraction: 0.21931 (dimensionless)
Plug-flow deposited fraction: 78.07 %
Growth rate at inlet: 2.597 nm/min
Plug-flow growth rate at exit: 0.570 nm/min
N=1: exit 0.39725; excess 81.141 %; D_num 5272.57 cm2/s
N=5: exit 0.26578; excess 21.190 %; D_num 1054.51 cm2/s
N=10: exit 0.24350; excess 11.032 %; D_num 527.26 cm2/s
N=34: exit 0.22664; excess 3.343 %; D_num 155.08 cm2/s
N=100: exit 0.22182; excess 1.146 %; D_num 52.73 cm2/s
N=1000: exit 0.21956; excess 0.115 %; D_num 5.27 cm2/s
N=10 factor per cell: 0.86826 (dimensionless)
N=10 tracer standard deviation: 0.2999 s
N=10 first-cell deposit / exact: 0.9358
N=10 last-cell deposit / exact: 1.0282
Deposition error crossover L/Da: 65.91 cm
N=10 upstream-sink exit: 0.19291
N=10,20 extrapolated exit: 0.21982
Leading estimate of N for 1% exit error: 115.1
Smallest N for 1% exit error: 115
Molecular diffusivity in reactor: 153.80 cm2/s
Taylor increase of diffusivity: 0.245 %
Physical axial Peclet number: 68.40 (dimensionless)
Cells matching physical mixing: 34
Exit with physical axial dispersion: 0.22639
Axial dispersion exit change: 3.23 %
Radial depletion scale kR/D: 0.130 %
Gas expansion at exit: 0.781 %
Pressure drop: 0.0962 Torr
Pressure drop / pressure: 1.92 %
Mean free path / radius: 0.74 %
Rough half-saturation pressure: 0.50 Torr
Surface saturation exit change: 7.93 %
Rough gas-phase loss constant: 0.10 1/s
Gas-phase loss exit change: -9.05 %
Rough activation energy: 1.70 eV
Wall-rate change for +1 K: 2.50 %
Exit change for +1 K: -3.72 %
```
